\section*{The Shape-Dependent G = 0 Term of NMR Shielding in Crystals}

\section{A field that the unit cell does not determine}

A crystal is placed in the uniform field of an NMR magnet. Its electrons carry small induced currents, and the field of these currents shifts the resonance of each nucleus. A periodic calculation supplies the current density in one unit cell, and from it every Fourier component of the induced field except the average over the cell. The average is undetermined because currents on the distant surface of the sample contribute to it. Two samples of the same crystal, one a ball and the other a thin plate, therefore have different shieldings at equivalent nuclei. This appendix derives the missing term and shows how to add it.

Hartree units of Gaussian type are used, with $e=\hbar=m_e=1$ and $c=1/\alpha$. The shielding $\sigma$ and the volume susceptibility $\chi$ are defined by
\begin{equation}
\mathbf B_{\rm ind}=-\sigma\mathbf B_{\rm ext},\qquad \mathbf M=\chi\mathbf H,\qquad \mathbf B=\mathbf H+4\pi\mathbf M .
\end{equation}
Both are dimensionless, and $\chi_{\rm SI}=4\pi\chi$. The crystal is a homogeneous insulator with linear response, without magnetic order or net spin, and it is surrounded by vacuum. Scalars $\sigma$ and $\chi$ are used first.

\section{Why the G = 0 component is missing}

The static equations are $\nabla\times\mathbf B=4\pi\mathbf j/c$ and $\nabla\cdot\mathbf B=0$. For a component $e^{i\mathbf G\cdot\mathbf r}$ they read $i\mathbf G\times\mathbf B=4\pi\mathbf j/c$ and $\mathbf G\cdot\mathbf B=0$. Taking the cross product of the first with $\mathbf G$ gives
\begin{equation}
i[\mathbf G(\mathbf G\cdot\mathbf B)-G^2\mathbf B]=-iG^2\mathbf B=\frac{4\pi}{c}\mathbf G\times\mathbf j ,
\end{equation}
and hence
\begin{equation}
\mathbf B(\mathbf G)=\frac{4\pi i}{c}\,\frac{\mathbf G\times\mathbf j(\mathbf G)}{G^2},\qquad \mathbf G\neq0 .
\label{BG}
\end{equation}
At $\mathbf G=0$ this is $0/0$, since the average current also vanishes.

A divergence-free current with zero average can be written $\mathbf j=c\nabla\times\mathbf M$, or $\mathbf j(\mathbf G)=ic\,\mathbf G\times\mathbf M(\mathbf G)$. Inserting this in (\ref{BG}) gives
\begin{equation}
\mathbf B(\mathbf G)=-4\pi\frac{\mathbf G\times(\mathbf G\times\mathbf M)}{G^2}
=4\pi\left[\mathbf M-\frac{\mathbf G(\mathbf G\cdot\mathbf M)}{G^2}\right].
\label{proj}
\end{equation}
Adding a constant to $\mathbf M(\mathbf r)$ leaves the bulk current unchanged, so the current pattern of one cell does not fix the average magnetization. In a finite sample the constant matters. Let $S(\mathbf r)$ be 1 inside and 0 outside. Then
\begin{equation}
c\nabla\times(S\mathbf M)=cS\,\nabla\times\mathbf M+c\,\nabla S\times\mathbf M ,
\end{equation}
and $\nabla S$ points along $-\mathbf n$, where $\mathbf n$ is the outward normal. The last term is thus a surface current $\mathbf K=c\,\mathbf M\times\mathbf n$.

The average magnetization is nevertheless a bulk property. It follows from the response to a macroscopic field of small wavevector $\mathbf q$, perpendicular to $\mathbf q$. From $\mathbf j(\mathbf q)=ic\,\mathbf q\times\mathbf M(\mathbf q)$,
\begin{equation}
\mathbf M_\perp(\mathbf q)=\frac{i}{c}\,\frac{\mathbf q\times\mathbf j(\mathbf q)}{q^2},
\qquad \chi_B=\lim_{q\to0}\frac{M_\perp}{B}.
\label{chiB}
\end{equation}
If $B$ is the total macroscopic field, $M=\chi(B-4\pi M)$ gives $\chi_B=\chi/(1+4\pi\chi)$. The two susceptibilities agree to first order.

\section{The average field in a finite sample}

Let $\tilde S(\mathbf q)$ be the Fourier transform of $S$. The sample's magnetization $S(\mathbf r)\sum_{\mathbf G}\mathbf M(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$ has the transform $\sum_{\mathbf G}\mathbf M(\mathbf G)\tilde S(\mathbf q-\mathbf G)$. Take the edge of $S$ to be smooth over several cells, while the sample size $L$ is much larger still. Each term is then concentrated near its own $\mathbf G$.

For $\mathbf G\neq0$ the bracket in (\ref{proj}) is smooth near $\mathbf q=\mathbf G$ and can be expanded in $\mathbf q-\mathbf G$. The leading term returns the periodic field (\ref{proj}) times $S(\mathbf r)$. Higher terms contain derivatives of $S$, which vanish in the interior. These components do not depend on the shape as $L\to\infty$. A real surface may have a layer of thickness $d$ with altered magnetization $\delta M$. Its dipole field in the interior is at most of order $\delta M\,L^2d/L^3=\delta M\,d/L$, which also vanishes.

For $\mathbf G=0$ the bracket depends on the direction of $\mathbf q$ however small $q$ is, so no expansion is possible. With $\bar{\mathbf M}=\mathbf M(\mathbf G=0)$, the interior field is
\begin{equation}
\bar{\mathbf B}_{\rm ind}=4\pi(\mathbf 1-\mathsf N)\bar{\mathbf M},\qquad
N_{ij}(\mathbf r)=\int\!\frac{d^3q}{(2\pi)^3}\,\frac{q_iq_j}{q^2}\,\tilde S(\mathbf q)e^{i\mathbf q\cdot\mathbf r}.
\label{avg}
\end{equation}
The transform of $1/r$ is $4\pi/q^2$, and two derivatives bring down $-q_iq_j$. Therefore
\begin{equation}
N_{ij}=-\frac{1}{4\pi}\,\partial_i\partial_j\,\Phi,\qquad
\Phi(\mathbf r)=\int_{\rm sample}\frac{d^3r'}{|\mathbf r-\mathbf r'|}.
\end{equation}
Since $\nabla^2\Phi=-4\pi$ inside, the trace of $\mathsf N$ is 1. For a sphere of radius $R$, $\Phi=2\pi R^2-2\pi r^2/3$, so $N_{ij}=\delta_{ij}/3$ and
\begin{equation}
\bar{\mathbf B}_{\rm ind}=\frac{8\pi}{3}\bar{\mathbf M}\qquad\text{(sphere)}.
\end{equation}

\subsection{Ellipsoids}

The tensor is uniform in any ellipsoid. To see this, regard $\Phi$ as the potential of unit charge density. In polar coordinates about the field point $\mathbf r$, the factor $|\mathbf r'-\mathbf r|^2$ of the volume element cancels the inverse square of the force, and
\begin{equation}
-\nabla\Phi=-\int d\Omega\;\mathbf u\,\ell(\mathbf u),
\end{equation}
where $\ell$ is the distance to the surface along the unit vector $\mathbf u$. With semi-axes $a_i$, the condition $\sum_i(x_i+\ell u_i)^2/a_i^2=1$ is a quadratic equation with positive root
\begin{equation}
\ell=\frac{-b+\sqrt{b^2+gh}}{g},\quad
g=\sum_i\frac{u_i^2}{a_i^2},\quad b=\sum_i\frac{x_iu_i}{a_i^2},\quad h=1-\sum_i\frac{x_i^2}{a_i^2}.
\end{equation}
The square root is even in $\mathbf u$ and drops out when multiplied by $\mathbf u$ and integrated. What remains is linear in $\mathbf r$:
\begin{equation}
-\partial_i\Phi=\int d\Omega\,\frac{u_i b}{g}
\;\Rightarrow\;
N_{ii}=\frac1{4\pi}\int d\Omega\,\frac{u_i^2/a_i^2}{\sum_k u_k^2/a_k^2}.
\end{equation}
Off-diagonal elements vanish by reflection. For a spheroid with ratio $k$ of axis to diameter, set $\mu=u_z$. Then
\begin{equation}
N_z=\int_0^1\frac{\mu^2\,d\mu}{\mu^2+k^2(1-\mu^2)}
=\begin{cases}
\dfrac{1}{k^2-1}\left[\dfrac{\operatorname{artanh}\beta}{\beta}-1\right], & k>1,\\[3mm]
\dfrac{1}{1-k^2}\left[1-\dfrac{\arctan\gamma}{\gamma}\right], & k<1,
\end{cases}
\end{equation}
with $\beta=\sqrt{k^2-1}/k$ and $\gamma=\sqrt{1-k^2}/k$. A long needle has $N_z\to0$ and a thin plate has $N_z\to1$.

\section{The shielding formula}

Let the applied field lie along a principal axis with factor $N$. From (\ref{avg}), the total average field is $\bar B=B_{\rm ext}+4\pi(1-N)M$. Subtracting $4\pi M$ gives $H=B_{\rm ext}-4\pi NM$. With $M=\chi H$,
\begin{equation}
M=\frac{\chi B_{\rm ext}}{1+4\pi N\chi},\qquad
\sigma_0\equiv\sigma(\mathbf G=0)=-\frac{4\pi(1-N)\chi}{1+4\pi N\chi}.
\label{main}
\end{equation}
For a sphere,
\begin{equation}
\sigma_0=-\frac{(8\pi/3)\chi}{1+4\pi\chi/3}\simeq-\frac{8\pi}{3}\chi=-\frac23\chi_{\rm SI}.
\label{sphere}
\end{equation}
The familiar coefficient $-8\pi/3$ thus belongs to the sphere at first order in $\chi$. A diamagnet has $\chi<0$, so $\sigma_0>0$ for $N<1$: the average induced field opposes the applied one.

If $\chi$ is a tensor, $\mathbf H=(\mathbf 1+4\pi\mathsf N\chi)^{-1}\mathbf B_{\rm ext}$ and
\begin{equation}
\sigma_0=-4\pi(\mathbf 1-\mathsf N)\,\chi\,(\mathbf 1+4\pi\mathsf N\chi)^{-1}.
\end{equation}

The local currents respond to the macroscopic field $\bar B=(1-\sigma_0)B_{\rm ext}$. Let $\sigma'$ be the shielding from all $\mathbf G\neq0$, per unit macroscopic field. The field at the nucleus is then $(1-\sigma')(1-\sigma_0)B_{\rm ext}$, so that
\begin{equation}
\sigma=\sigma'+\sigma_0-\sigma'\sigma_0\simeq\sigma'+\sigma_0 .
\label{total}
\end{equation}

\section{The electrostatic counterpart}

For a polarization $\mathbf P$, the equations $\nabla\times\mathbf E=0$ and $\nabla\cdot\mathbf E=-4\pi\nabla\cdot\mathbf P$ give $\mathbf E(\mathbf q)=-4\pi\mathbf q(\mathbf q\cdot\mathbf P)/q^2$. The same directional limit occurs, and the same steps lead to
\begin{equation}
\bar{\mathbf E}=-4\pi\mathsf N\,\mathbf P,\qquad
\bar{\mathbf E}=-\frac{4\pi}{3}\mathbf P\quad\text{(sphere)}.
\end{equation}
For a cell of volume $V$ with dipole $\mathbf D=V\mathbf P$, the interaction energy of the dipoles with this field is $-\tfrac12\mathbf D\cdot\bar{\mathbf E}=2\pi D^2/(3V)$. This is the surface term of the lattice sum for a sphere in vacuum.

The magnetic and electric coefficients differ by $4\pi$, because $\mathbf B$ is transverse and $\mathbf E$ is longitudinal. At a point outside the dipoles their microscopic fields must agree when $\mathbf M=\mathbf P$. They do, since the $\mathbf G\neq0$ sums differ there by
\begin{equation}
4\pi\sum_{\mathbf G\neq0}\mathbf M(\mathbf G)e^{i\mathbf G\cdot\mathbf r}=4\pi[\mathbf M(\mathbf r)-\bar{\mathbf M}]=-4\pi\bar{\mathbf M},
\end{equation}
which cancels the difference of the averages. Omitting the zero component also has different meanings. In electrostatics it sets $\bar{\mathbf E}=0$, as a conducting surround does. Here it sets the average induced $\mathbf B$ to zero, as in a thin plate normal to the field.

A test on finite crystals uses dipoles on a simple cubic lattice of unit cell volume. Spheroids with mean semi-axes (equatorial, polar) of 18 and 18, 9 and 27, and 24 and 9.6 lattice constants were summed directly at a general interior point, with an average over sample sizes at fixed shape to smooth the surface. Subtracting the $\mathbf G\neq0$ sum leaves, along the polar axis, the magnetic coefficients 8.378, 11.200 and 5.175. Equation (\ref{avg}) gives the same values within 0.001. The electric coefficients are $-4.189$, $-1.366$ and $-7.391$, in agreement with $-4\pi N$.

\section{A crystal of closed-shell ions}

A superposition of spherical ions shows how the two parts of the shielding combine. With $\mathbf A=\tfrac12\mathbf B\times\mathbf r$ centred on the nucleus, the term of the Hamiltonian linear in $\mathbf B$ is proportional to the total orbital angular momentum, which gives zero on a spherical closed shell. The wavefunction of the ion is therefore unchanged at first order. The electron charge is $-1$ and the velocity is $\mathbf p+\mathbf A/c$, so the current is
\begin{equation}
\mathbf j=-\frac{n(r)}{2c}\,\mathbf B\times\mathbf r ,
\end{equation}
where $n$ is the electron density. Try $\mathbf M=M(r)\hat{\mathbf z}$ with $\mathbf B=B\hat{\mathbf z}$. Then $c\nabla\times\mathbf M=cM'\,\hat{\mathbf r}\times\hat{\mathbf z}$, while $\mathbf j=(nBr/2c)\,\hat{\mathbf r}\times\hat{\mathbf z}$. Thus $M'=nBr/(2c^2)$ and, with $M(\infty)=0$,
\begin{equation}
M(r)=-\frac{B}{2c^2}\int_r^\infty n(r')\,r'\,dr'.
\end{equation}
Exchanging the order of integration gives the moment
\begin{equation}
m=\int_0^\infty 4\pi r^2M\,dr=-\frac{B}{2c^2}\int_0^\infty\frac{4\pi r'^3}{3}\,n\,r'\,dr'=-\frac{B}{6c^2}\langle r^2\rangle ,
\end{equation}
where $\langle\ \rangle$ includes the sum over electrons. At this order $\chi=\sum m/(VB)$, or
\begin{equation}
\chi=-\frac{\alpha^2}{6V}\sum_{\rm ions}\langle r^2\rangle .
\label{larmor}
\end{equation}
For a spherical $M(r)$ the angular average of $q_z^2/q^2$ is $1/3$, so the field at the nucleus is $(8\pi/3)M(0)$. The free-ion shielding is therefore
\begin{equation}
\sigma_{\rm ion}=\frac{4\pi\alpha^2}{3}\int_0^\infty n\,r\,dr=\frac{\alpha^2}{3}\langle 1/r\rangle .
\end{equation}

At a site of cubic symmetry the average over equivalent $\mathbf G$ again gives $1/3$. With the nucleus at such a site taken as the origin,
\begin{equation}
\sigma'=-\frac{8\pi}{3VB}\sum_{\mathbf G\neq0}\sum_s M_s(\mathbf G)\,e^{-i\mathbf G\cdot\mathbf r_s},
\label{Gsum}
\end{equation}
where $s$ labels the ions of the cell. The transform follows from the density, because $\int_0^{r}4\pi t^2\,[\sin(Gt)/(Gt)]\,dt=4\pi r^2j_1(Gr)/G$, with $j_1$ a spherical Bessel function:
\begin{equation}
M_s(G)=-\frac{B}{2c^2}\int_0^\infty4\pi r^3n_s(r)\,\frac{j_1(Gr)}{G}\,dr .
\end{equation}
The term absent from (\ref{Gsum}) is $-(8\pi/3VB)\sum_s m_s=-(8\pi/3)\chi$, the spherical value of $\sigma_0$. Adding it completes the Fourier series of the total magnetization, so
\begin{equation}
\sigma'+\sigma_0^{\rm sphere}=-\frac{8\pi}{3B}\sum_{\mathbf R}M_{\mathbf R}(|\mathbf R|)=\sigma_{\rm ion}+\text{overlap},
\label{identity}
\end{equation}
where $\mathbf R$ runs over all ion positions. The overlap part is the magnetization of neighbouring ions at the nucleus. In a spherical sample of this model the distant dipoles cancel at a cubic site, and the nucleus sees the free-ion shielding apart from overlap.

\section{Worked example: sodium fluoride}

The model crystal superposes free Na$^+$ and F$^-$ ions computed by the Hartree--Fock method. The rounded lattice constant 0.46 nm gives $V=164.21$ bohr$^3$ per formula unit. The ions have $\langle r^2\rangle=6.413$ and 15.981 bohr$^2$. With $\alpha^2=5.325\times10^{-5}$, equation (\ref{larmor}) yields
\begin{equation}
\chi=-\frac{5.325\times10^{-5}}{6\times164.21}\,(6.413+15.981)=-1.210\times10^{-6},
\end{equation}
or $\chi_{\rm SI}=-15.2\times10^{-6}$. For a sphere $\sigma_0=8.378\times1.210=10.14$ ppm.

The $\mathbf G\neq0$ sum at the fluorine nucleus, truncated at $|\mathbf G|=400$ bohr$^{-1}$, is 470.16 ppm, and adding $\sigma_0$ gives 480.30 ppm. The real-space side of (\ref{identity}) is $480.215+0.1295\simeq480.34$ ppm. The difference of 0.046 ppm matches the estimated contribution of the omitted large $\mathbf G$, also 0.046 ppm. Doubling the cutoff raises the sum to 470.20 ppm and reduces the difference to about 0.005 ppm, and a larger basis moves the free-ion value by about 0.002 ppm. Without the zero component the two sides would differ by about 10 ppm.

With crystal, field direction and applied field (9.4 T) held fixed, the shape alone changes the term as follows.
\begin{center}
\begin{tabular}{lccc}
Shape, axis along field & $N$ & $\sigma_0$ (ppm) & Mean induced field ($\mu$T)\\
Long needle & 0 & 15.2 & $-143$\\
Needle 10:1 & 0.020 & 14.9 & $-140$\\
Sphere & 0.333 & 10.1 & $-95$\\
Disc 1:10 & 0.861 & 2.1 & $-20$\\
Thin plate & 1 & 0 & 0
\end{tabular}
\end{center}
In the plate the macroscopic induced field vanishes, but the local shielding of about 470 ppm remains.

\subsection{Differences from the real crystal}

The model's molar susceptibility is $-17.7\times10^{-6}$ cm$^3$/mol. One omitted effect is the compression of F$^-$ by its surroundings. A simple confining model shows how the result responds. Surrounding the ion by a sphere of charge $+1$, whose radius of 2.49 bohr reproduces the potential of the ionic lattice at the site, lowers its $\langle r^2\rangle$ to 14.78 bohr$^2$ and the spherical term to 9.6 ppm. The diamagnetic shielding of F$^-$ rises by 0.9 ppm. These numbers illustrate the sensitivity to compression, not its size in the crystal. The spherical average of the point-ion potential stays constant out to the nearest neighbours at 4.35 bohr, whereas the attraction of the charged sphere already weakens beyond 2.49 bohr. Around 6 to 7 bohr the order is reversed, but on balance the sphere confines the ion more strongly: in the averaged point-ion potential $\langle r^2\rangle$ falls only to 15.40 bohr$^2$. Electron correlation, absent from the Hartree--Fock ions, acts in the opposite direction. Coupled-cluster calculations in a triple-zeta basis with diffuse functions raise $\langle r^2\rangle$ of free F$^-$ by 1.1 to 1.5 bohr$^2$, which raises the spherical term by 0.5 to 0.7 ppm. Overlap of the ions also induces a paramagnetic response, which is not computed here. It changes both $\chi$ and $\sigma'$, by amounts that this model does not give. The 480 ppm is thus not a prediction for real sodium fluoride. Equation (\ref{main}) still applies when the true $\chi$ is inserted.

A lattice constant larger by 0.005 nm lowers the spherical term by 0.32 ppm at fixed ionic densities. The second-order part of (\ref{sphere}) is $5\times10^{-5}$ ppm, and the product in (\ref{total}) is 0.005 ppm. Both are negligible here.

\section{Use in practice and limits}

To apply the result:
\begin{enumerate}
\item Compute $\sigma'$ from (\ref{BG}) without $\mathbf G=0$.
\item Obtain $\chi$ from the long-wavelength response (\ref{chiB}), including all orbital contributions.
\item Add $-4\pi(1-N)\chi=-(1-N)\chi_{\rm SI}$ for the actual shape and orientation. First establish whether the reported shielding already contains a spherical term.
\item When shieldings of two substances are subtracted to form a shift, treat each with its own $\chi$ and $N$.
\end{enumerate}
Within one uniformly magnetized ellipsoid with the field direction fixed, the term is common to all nuclei and cancels from differences between sites.

Samples that are not ellipsoids have no single $N$. In a cube with the field normal to a face, and with uniform magnetization, the local factor is 0.333 at the centre and 0.395 halfway to that face. For the example this is a shielding difference of 0.93 ppm, a spread within one sample. A powder is not a homogeneous ellipsoid either. Its grain shapes and packing enter, and in general (\ref{main}) cannot be used with the container's shape and the crystal's $\chi$ alone.

Magic-angle spinning removes the dependence on shape for an ellipsoid with isotropic $\chi$, at first order. The resonance frequency depends at this order on the induced field along the applied direction $\mathbf b$, hence on $\mathbf b\cdot\mathsf N\mathbf b$. In the rotor frame $\mathbf b$ circles the spin axis at angle $\theta$, and its average over a turn is
\begin{equation}
\overline{b_ib_j}=\operatorname{diag}\!\left(\tfrac12\sin^2\theta,\ \tfrac12\sin^2\theta,\ \cos^2\theta\right).
\end{equation}
At $\cos^2\theta=1/3$ this is $\delta_{ij}/3$, so the average of $\mathbf b\cdot\mathsf N\mathbf b$ is $\operatorname{tr}\mathsf N/3=1/3$. For a 3:1 spheroid tilted by 0.7 rad from the spin axis, the factor swings between 0.130 and 0.446 during a turn and averages to 0.333. The spherical value $-(8\pi/3)\chi$ is then the appropriate correction to the mean shift, although the sample is not a sphere. The computed values behind this example and the main Hartree--Fock model are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
Dipole crystals: (direct sum - G!=0 sum)/M along the axis
  sphere: N = 0.3333, magnetic 8.3775, electric -4.1888
  prolate 3:1: N = 0.1087, magnetic 11.2002, electric -1.3661
  oblate 0.4:1: N = 0.5882, magnetic 5.1754, electric -7.3909
8 pi/3 = 8.3776, -4 pi/3 = -4.1888
Surface-current field in sphere / M = 8.3776
N of tilted 3:1 spheroid over a turn: 0.1302 to 0.4456
N averaged by magic-angle spinning = 0.3333
NaF from free Hartree-Fock ions
lattice constant = 0.46 nm = 8.6927 bohr
volume per NaF = 164.21 bohr^3
<r^2> F- = 15.981 bohr^2, Na+ = 6.413 bohr^2
<1/r> F- = 27.054 1/bohr
virial ratio -E/T: F- 1.000006, Na+ 1.000012
chi (Gaussian) = -1.2104 e-6, chi (SI) = -15.210 e-6
molar chi (Gaussian) = -17.74 e-6 cm3/mol
G=0 shielding, sphere = 10.140 ppm
G!=0 shielding at F = 470.159 ppm
sum of both = 480.298 ppm
free-ion shielding of F- = 480.215 ppm
overlap of neighbours at F = 0.1295 ppm
sum minus real-space value = -0.0458 ppm
estimated tail beyond G_max = 0.0461 ppm
Shape term, field along the axis, applied field 9.4 T
  long needle: N = 0.0000, sigma0 = 15.210 ppm, mean induced field = -143.0 uT
  needle 10:1: N = 0.0203, sigma0 = 14.901 ppm, mean induced field = -140.1 uT
  sphere: N = 0.3333, sigma0 = 10.140 ppm, mean induced field = -95.3 uT
  disc 1:10: N = 0.8608, sigma0 = 2.117 ppm, mean induced field = -19.9 uT
  thin plate: N = 1.0000, sigma0 = 0.000 ppm, mean induced field = -0.0 uT
Neglected effects
Madelung constant = 1.7476, charged-sphere radius = 2.487 bohr
<r^2> of F- in the sphere = 14.776 bohr^2
sphere term with compressed F- = 9.594 ppm
change of F- diamagnetic shielding = 0.945 ppm
cube: N centre 0.3333, halfway to face 0.3947
cube: shielding difference of these points = 0.934 ppm
second order in chi, sphere = 5.14e-05 ppm
product of G=0 and G!=0 parts = 4.77e-03 ppm
sphere term change for +0.005 nm in lattice constant = -0.324 ppm
\end{verbatim}
